# When Higher Tip Current Does Not Lower the Charge per Removed Hydrogen

Take one hydrogen atom on a surface and suppose that every electron landing on its site removes it with probability $1/2$, whatever earlier electrons did. On average two electrons are needed. If one electron arrives per second, the job takes two seconds on average; if ten arrive per second, it takes 0.2 seconds. The current has changed the time and left the charge at two electrons.

This small case contradicts the claim that raising the current of a scanning tunnelling microscope tip must reduce the charge needed per removed hydrogen. The claim can hold when several electrons cooperate. It fails when each electron acts alone. The case below shows this with the numbers of a lithography process.

## The counter-example

**One site.** The surface is hydrogen-terminated Si(100), with one hydrogen on each surface silicon atom. The sample is biased at $+8$ V relative to the tip, and this voltage is held fixed. Currents are quoted as positive magnitudes. Let $Y$ be the probability that an electron landing on an occupied site removes its hydrogen, and take $Y=10^{-6}$ at both currents compared.

The hydrogen survives the first $n$ electrons with probability $(1-Y)^n$. If $N$ is the number of the electron that removes it, then

$$
\langle N\rangle=\sum_{n=0}^{\infty}P(N>n)=\sum_{n=0}^{\infty}(1-Y)^n=\frac1Y .
$$

The first equality holds because a given value of $N$ is counted once for each of $n=0,1,\dots,N-1$. The mean charge through the site up to removal is therefore

$$
Q_0=\frac eY=0.160\ \text{pC}.
$$

No current appears in it. If the site receives a steady current $I_{\rm site}$, the mean interval between electrons is $e/I_{\rm site}$, and the mean removal time is $Q_0/I_{\rm site}$.

**The site's share of the tip current.** Describe the beam by a Gaussian of standard deviation $s$ in each direction. The number of electrons landing per unit area and time, at distance $r$ from the centre, is

$$
J(r)=\frac{I}{e}\,\frac{e^{-r^2/2s^2}}{2\pi s^2}.
$$

A square of side $a=0.543$ nm, the silicon lattice constant, contains two surface atoms, so the site density is $n_s=2/a^2=6.78\ \text{nm}^{-2}$. Each site has area $1/n_s$. With $s=2.06$ nm, a value derived below, the central site receives the fraction $1/(2\pi s^2n_s)\approx1/180$ of the tip current. At 1 nA this is about 5.6 pA, and the mean removal time is $0.160\ \text{pC}/5.6\ \text{pA}\approx29$ ms. At 10 nA with the same spot it is ten times shorter.

**A written line.** Let the tip move along $x$ at speed $v$. A site at distance $y$ from the line's axis receives the electron fluence

$$
\Phi(y)=\int_{-\infty}^{\infty}\frac{I}{2\pi e s^2}\,e^{-(v^2t^2+y^2)/2s^2}\,dt
=\frac{I}{ev}\,\frac{e^{-y^2/2s^2}}{\sqrt{2\pi}\,s},
$$

because the time integral of $e^{-v^2t^2/2s^2}$ is $\sqrt{2\pi}\,s/v$. Current and speed enter through the line dose $\lambda=I/v$ alone.

An electron landing on the site's area succeeds with probability $Y$, so the removal cross section is $\sigma=Y/n_s=1.47\times10^{-7}\ \text{nm}^2$. For random, independent (Poisson) arrivals, the surviving fraction $S$ obeys $dS/dt=-\sigma JS$. Integration gives $S=e^{-\sigma\Phi}$, and the removed fraction is

$$
\theta(y)=1-\exp\!\left[-A\,e^{-y^2/2s^2}\right],\qquad
A=\frac{\sigma\lambda}{e\sqrt{2\pi}\,s}.
$$

Take $\lambda=0.2$ mC/cm, which is 20 pC/nm. Since $\sigma/e=1/(n_sQ_0)$,

$$
A=\frac{20}{6.78\times0.160\times2.507\times2.06}\approx3.6 .
$$

At the centre, $1-e^{-A}=97\%$ of the hydrogen is removed. The edge where half is removed satisfies $Ae^{-y^2/2s^2}=\ln2$. Taking the logarithm and doubling the distance gives the line width

$$
w=2s\sqrt{2\ln(A/\ln2)}=7.4\ \text{nm}.
$$

At 1 nA this dose requires a speed of 50 nm/s, and a line 1000 nm long takes 20 s. At 10 nA it requires 500 nm/s and the line takes 2 s. With the spot held fixed, every $\theta(y)$ is the same in the two cases. Ten times the current has written the same line ten times faster with the same charge.

**Two meanings of charge per hydrogen.** The number removed per unit length is

$$
H=n_s\int_{-\infty}^{\infty}\theta(y)\,dy .
$$

Numerical quadrature gives $H=50.1\ \text{nm}^{-1}$. The total tip charge per removed hydrogen is then $C=\lambda/H=20/50.1=0.40$ pC. This exceeds $Q_0$ because some electrons land where the hydrogen has already gone.

To see the connection, expand the exponential in $\theta$ and use $\int e^{-ky^2/2s^2}dy=\sqrt{2\pi}\,s/\sqrt k$:

$$
H=n_s\sqrt{2\pi}\,s\left(A-\frac{A^2}{2\sqrt2}+\cdots\right).
$$

The first term equals $n_s\sigma\lambda/e=Y\lambda/e$. Dividing $\lambda$ by $H$ gives, for small $A$,

$$
C=\frac eY\left(1+\frac{A}{2\sqrt2}+O(A^2)\right).
$$

At low dose the two charges agree. At higher dose $C$ grows: at every $y$, $\theta$ is a concave function of $\lambda$ that starts at zero, so $H$ is too, and $\lambda/H$ rises with $\lambda$.

This matters when the current is raised and the speed is left at 50 nm/s. At 10 nA the line dose becomes 2 mC/cm. With the spot still fixed, the width grows to about 12 nm and $C$ to 2.5 pC, about six times its former value. Here more current increases the total charge per removed hydrogen, through overexposure. The mean charge an individual site needs, if exposure continues until its hydrogen is removed, is still $Q_0$.

## The general statement

**Independent electrons.** Suppose each electron landing on an occupied site removes the hydrogen with the same probability $Y>0$, independently of earlier electrons and of their arrival times. Then the mean charge to removal is $e/Y$ for any current history that keeps supplying electrons.

The proof is the count already made. The probability of surviving $n$ electrons is $(1-Y)^n$, and neither a rate nor a time enters it. Changing the current changes when the $n$th electron arrives and leaves the distribution of $N$ untouched.

For Poisson arrivals with a prescribed, possibly varying current, the survival equation is

$$
\frac{dS}{dt}=-\frac{Y I_{\rm site}(t)}{e}\,S
\quad\Longrightarrow\quad
S=e^{-YQ/e},\qquad Q=\int I_{\rm site}\,dt .
$$

Setting $S=1-f$ gives the dose for a removed fraction $f$:

$$
Q_f=\frac eY\ln\frac1{1-f}.
$$

For 99% removal this is $0.160\times\ln100=0.74$ pC, again at any current.

The result for a line does not need a Gaussian spot. Let the landing flux be $(I/e)\,g(x,y)$, with $g$ integrating to one over the surface. Substituting $x=vt$ in the time integral gives

$$
\Phi(y)=\frac{I}{ev}\int_{-\infty}^{\infty}g(x,y)\,dx .
$$

Equal $I/v$ gives equal exposure if $g$ is the same at both currents.

**Any removal mechanism at steady current.** Let $T(I)$ be the mean removal time at site current $I$, and define the rate $k=1/T$. The mean charge is $Q=I/k$. Taking logarithms and differentiating at fixed voltage,

$$
\frac{d\ln Q}{d\ln I}=1-n,\qquad n=\frac{d\ln k}{d\ln I}.
$$

The charge is constant over a range of currents if and only if $n=1$ throughout it, that is, if $k$ is proportional to $I$. It falls with current where $n>1$. Faster removal alone does not establish a saving of charge; the rate must grow faster than the current.

## Where higher current does save charge

**Two cooperating electrons.** Suppose a landing electron excites the bond with probability $p$, and a second exciting electron removes the hydrogen if it arrives before the bond relaxes. Electrons land at rate $r$, excitation occurs at rate $\alpha=pr$, and relaxation at rate $\gamma$. Let $T_0$ and $T_1$ be the mean times to removal from the ground and excited states. Then

$$
T_0=\frac1\alpha+T_1,\qquad
T_1=\frac1{\alpha+\gamma}+\frac{\gamma}{\alpha+\gamma}T_0 .
$$

The last term is the chance of relaxing first, multiplied by the mean time needed after starting again. Eliminating $T_1$ gives

$$
\frac{\alpha}{\alpha+\gamma}T_0=\frac1\alpha+\frac1{\alpha+\gamma}
=\frac{2\alpha+\gamma}{\alpha(\alpha+\gamma)},
\qquad T_0=\frac{2\alpha+\gamma}{\alpha^2}.
$$

For Poisson arrivals the mean number of electrons is $r$ times the mean time:

$$
\langle N\rangle=rT_0=\frac2p+\frac{\gamma}{p^2r}.
$$

The second term is the cost of excitations lost to relaxation, and it falls as the current rises. For $p=0.1$, $\langle N\rangle$ is 120 at $r=\gamma$ and 30 at $r=10\gamma$. The saving has a floor: once relaxation is negligible, two exciting electrons are still needed, and $\langle N\rangle$ tends to $2/p$.

**A vibrational ladder.** At lower voltage, where one electron lacks the energy to remove the hydrogen directly, removal can proceed by climbing the vibrational levels of the Si–H bond. Model the bond as a harmonic oscillator that loses its hydrogen on reaching level $M$. From level $j$ the upward and downward rates are

$$
u_j=(j+1)(\Gamma+\gamma\nu),\qquad
d_j=j\,[\Gamma+\gamma(1+\nu)],
$$

where $\Gamma=pI/e$, $1/\gamma$ is the vibrational lifetime and $\nu$ is the thermal occupation number. Let $t_j$ be the mean time to go from level $j$ to $j+1$ for the first time. After a mean wait $1/(u_j+d_j)$ the bond either rises, or falls and must climb back through both steps:

$$
t_j=\frac1{u_j+d_j}+\frac{d_j}{u_j+d_j}(t_{j-1}+t_j)
\quad\Longrightarrow\quad
t_j=\frac{1+d_jt_{j-1}}{u_j}.
$$

The removal time is the sum of the $t_j$ from $j=0$ to $M-1$.

For $\nu=0$ and $\Gamma\ll\gamma$, $t_0=1/\Gamma$ and, to leading order, $t_j=\dfrac{j\gamma}{(j+1)\Gamma}t_{j-1}$. The last step dominates, and the product of the factors $j/(j+1)$ is $1/M$. Hence

$$
k\simeq M\,\frac{\Gamma^M}{\gamma^{M-1}}\propto I^M,
\qquad Q\propto I^{1-M}.
$$

As an illustration, take $M=10$, a quantum of 0.26 eV, a lifetime of 10 ns, $p=10^{-3}$ and 300 K, and let the whole current pass through one site. Summing the recursion gives a mean charge of 8.0 nC at 2 nA and 51 pC at 4 nA. Doubling the current at fixed voltage cuts the charge about 160-fold. The average rate exponent is 8.3, below the $\nu=0$ limiting value of 10, since $\Gamma/\gamma$ is already 0.12 to 0.25. At 300 K the exponent rises only to about 9.9 as the current is lowered, and then falls toward zero once $\Gamma$ drops below $\gamma\nu$ and thermal excitation takes over. The charges themselves are very sensitive to the inputs: a lifetime of 1.2 ns, closer to room-temperature measurements of the Si–H stretch, raises them to about 0.5 C and 1 mC. The harmonic ladder shows how cooperation can save charge; its numbers are not a prediction for the real bond.

## What fixed voltage leaves free

At fixed voltage the microscope raises its current by bringing the tip closer. An electron leaving the tip's Fermi level still arrives with energy $eV$ above the sample's Fermi level, but the field and the spot could change.

To estimate the changes, let the field be $F=V/d$ for gap $d$, and let electrons tunnel through a triangular barrier of height $\phi=4.5$ eV, the tip's work function. The semiclassical tunnelling exponent is

$$
2\int_0^{\phi/eF}\frac{\sqrt{2m(\phi-eFz)}}{\hbar}\,dz=\frac bF,
\qquad b=\frac{4\sqrt{2m}\,\phi^{3/2}}{3e\hbar}\approx65\ \text{V/nm}.
$$

For a cold metal, the electrons striking the barrier with normal energy $\varepsilon$ below the Fermi level number $4\pi m\varepsilon/h^3$ per unit area, time and energy. They face a barrier higher by $\varepsilon$. To first order in $\varepsilon$ the exponent grows by $\varepsilon/\delta$, with $\delta=e\hbar F/(2\sqrt{2m\phi})$. Since $\int_0^\infty\varepsilon e^{-\varepsilon/\delta}d\varepsilon=\delta^2$, the current density is

$$
j(F)=\frac{4\pi me}{h^3}\,\delta^2e^{-b/F}
=\frac{e^3F^2}{8\pi h\phi}\,e^{-b/F}.
$$

Near the apex of a tip of radius $R$ the gap is $d+r^2/2R=d(1+q)$, with $q=r^2/2Rd$. The local field is $F/(1+q)$, so

$$
\frac{j(r)}{j(0)}=(1+q)^{-2}e^{-bq/F}\simeq e^{-(2+b/F)q},
$$

where $(1+q)^{-2}\simeq e^{-2q}$ for small $q$. Comparison with $e^{-r^2/2s^2}$ gives

$$
s^2=\frac{Rd}{2+bd/V},\qquad I=2\pi s^2j(V/d).
$$

When $bd/V\gg2$, $s^2$ tends to $RV/b$ and the gap drops out. The reason is that the tunnelling exponent equals $b/V$ times the local gap: at distance $r$ from the centre it is larger by $br^2/2RV$, whatever the value of $d$.

For $R=40$ nm, solving the current equation numerically gives $d=1.53$ nm at 1 nA and 1.28 nm at 10 nA. The spot $s$ shrinks from 2.06 to 2.03 nm. Dropping the Gaussian, first-order-energy and local-field approximations raises $s$ by about 1 to 3% and leaves the relative shrinkage near 1%. At the same line dose and the same $Y$, this raises $C$ by less than 1%. The field rises more, from 5.2 to 6.2 V/nm. If that changed $Y$, the site charge would change inversely: a $Y$ larger by 20% would lower it by 17%. The model does not predict such a change.

## The model beside a real process

The example is meant to resemble field-emission hydrogen lithography, where biases of roughly 7 to 10 V write lines several nanometres wide. The yield near $10^{-6}$ and the dose of a few tenths of a mC/cm are rough values for that regime; 10 nA is a high current for it, and the tip radius is a model choice that varies from tip to tip. Real tips also change shape, which breaks the fixed-spot assumption by an amount this model cannot give. Image forces, band bending in the silicon and sideways spreading of the electrons are left out, so the gap, field and spot are estimates. Adding the tip's image force to the semiclassical barrier widens the gaps to about 2.1 and 1.9 nm and lowers the fields to about 3.7 and 4.3 V/nm, at 1 and 10 nA respectively. The spot changes by only about 5%, and remains nearly the same at the two currents.

Cooperation remains possible at 8 V. With the ladder parameters above, its rate at the central site at 10 nA is about $10^{-18}$ of the direct rate. That smallness depends strongly on $p$ and on the vibrational lifetime. With the lifetime kept at 10 ns, the ladder reaches 1% of the direct rate at $p\approx0.05$, and the invariance begins to fail; with a lifetime of 1.2 ns the ratio at $p=10^{-3}$ is about $10^{-26}$ and the 1% point moves to $p\approx0.3$. For an assumed electronic excitation lasting 10 fs, the chance that another electron lands on the site within that time is about $4\times10^{-6}$. This is small in itself but larger than $Y$, so it does not rule out cooperation. If each electron excites the bond with probability $p_e$ and a second exciting electron always removes the hydrogen, the two-electron rate is about $4p_e^2$ times the direct rate, which is 1% at $p_e\approx0.05$.

Other effects are small for these inputs. A series resistance of 1 MΩ takes an extra 9 mV from the bias when the current rises from 1 to 10 nA. Thermal removal at 300 K, with an assumed attempt rate of $10^{15}\ \text{s}^{-1}$ and barrier of 2.5 eV, has a rate near $10^{-27}\ \text{s}^{-1}$. If every molecule of background H$_2$ at $10^{-10}$ Torr refilled two sites, fewer than 1% would be refilled during the 20 s line; atomic hydrogen is not included in that bound.

For a process in the independent-electron regime, raising the current at fixed voltage is a way to save time, provided the speed rises in proportion and $Y$ and the spot stay the same. To lower the charge per hydrogen, one must raise $Y$ or reduce the electrons spent on bare sites.

Numerical values quoted here were computed with a short program.
